# Transmission through a site-energy step in a tight-binding chain: verification in Python

```python
"""
Result under test: a chain with hopping -t on every bond, site energy 0 for
n <= 0 and U for n >= 1, transmits an electron of energy E with probability
    T = sin k sin q / sin^2((k+q)/2),
where E = -2 t cos k = U - 2 t cos q and 0 < k, q < pi (lattice spacing 1).
G is the retarded Green function, Gamma the level width due to a lead,
r the reflection amplitude. Energies are in eV, times in hbar/t.
"""
import cmath
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal

t = 1.0
U = 1.0
E = -0.8


def step_formula(k, q):
    return np.sin(k) * np.sin(q) / np.sin((k + q) / 2) ** 2


def wave_numbers(energy, step):
    return np.arccos(-energy / (2 * t)), np.arccos((step - energy) / (2 * t))


def formula_at_energy(energy, step=U):
    return step_formula(*wave_numbers(energy, step))


def surface_green(energy, onsite, eta=1e-7):
    """End-site Green function of a half-infinite chain, by decimation."""
    z = energy + 1j * eta
    end, bulk, hop = complex(onsite), complex(onsite), complex(-t)
    for _ in range(60):
        g = 1 / (z - bulk)
        shift = hop * g * hop
        end += shift
        bulk += 2 * shift
        hop = shift
        if abs(hop) < 1e-30:
            break
    return 1 / (z - end)


def caroli(energy, step, n_left, n_right):
    """Trace formula for a device of n_left + n_right sites."""
    size = n_left + n_right
    h = np.diag([0.0] * n_left + [step] * n_right).astype(complex)
    h -= t * (np.eye(size, k=1) + np.eye(size, k=-1))
    sigma_l = np.zeros((size, size), complex)
    sigma_r = np.zeros((size, size), complex)
    sigma_l[0, 0] = t**2 * surface_green(energy, 0.0)
    sigma_r[-1, -1] = t**2 * surface_green(energy, step)
    green = np.linalg.inv(energy * np.eye(size) - h - sigma_l - sigma_r)
    gamma_l = 1j * (sigma_l - sigma_l.conj().T)
    gamma_r = 1j * (sigma_r - sigma_r.conj().T)
    trans = np.trace(gamma_l @ green @ gamma_r @ green.conj().T).real
    return trans, green, gamma_l[0, 0].real, gamma_r[-1, -1].real


def solve_sites(energy, step, first_right=None, junction=t):
    """Solve the site equations from right to left for a unit incoming wave.
    Returns transmission (current ratio), r, and the wave on site 1."""
    count, zero = 12, 5              # array index 5 is site n = 0
    onsite = np.array([0.0] * (zero + 1) + [step] * (count - zero - 1))
    if first_right is not None:
        onsite[zero + 1] = first_right
    hops = np.full(count - 1, t)
    hops[zero] = junction
    q = cmath.acos((step - energy) / (2 * t))
    if q.imag < 0:
        q = -q                       # decaying wave outside the right band
    k = np.arccos(-energy / (2 * t))
    psi = np.zeros(count, complex)
    psi[-2], psi[-1] = 1.0, cmath.exp(1j * q)
    for j in range(count - 2, 0, -1):
        psi[j - 1] = ((onsite[j] - energy) * psi[j]
                      - hops[j] * psi[j + 1]) / hops[j - 1]
    n = np.array([0, 1]) - zero
    waves = np.column_stack([np.exp(1j * k * n), np.exp(-1j * k * n)])
    incoming, reflected = np.linalg.solve(waves, psi[:2])
    psi = psi / incoming
    current_out = 2 * t * (psi[-2].conjugate() * psi[-1]).imag
    current_in = 2 * t * np.sin(k)
    return current_out / current_in, reflected / incoming, psi[zero + 1]


# Random pairs of wave numbers: Green functions and site equations
rng = np.random.default_rng(7)
dev_caroli = dev_sites = dev_amplitude = dev_reflection = 0.0
for k_try, q_try in rng.uniform(0.3, 2.8, size=(60, 2)):
    energy = -2 * t * np.cos(k_try)
    step = energy + 2 * t * np.cos(q_try)
    expected = step_formula(k_try, q_try)
    small, green, width_l, width_r = caroli(energy, step, 1, 1)
    large = caroli(energy, step, 3, 4)[0]
    direct, r, wave_1 = solve_sites(energy, step)
    dev_caroli = max(dev_caroli, abs(small - expected), abs(large - expected))
    dev_sites = max(dev_sites, abs(direct - expected))
    dev_amplitude = max(dev_amplitude,
                        abs(1j * width_l * green[1, 0] - wave_1),
                        abs(1j * width_l * green[0, 0] - 1 - r))
    r_formula = (np.sin((k_try - q_try) / 2) / np.sin((k_try + q_try) / 2))**2
    dev_reflection = max(dev_reflection, abs(abs(r)**2 - r_formula),
                         abs(abs(r)**2 + direct - 1))
# The decimation uses a finite imaginary energy of 1e-7 eV.
assert dev_caroli < 1e-5
assert dev_amplitude < 1e-5
assert dev_sites < 1e-10
assert dev_reflection < 1e-10

# Worked example
k, q = wave_numbers(E, U)
T_example = formula_at_energy(E)
T_green, green, width_l, width_r = caroli(E, U, 1, 1)
T_sites, r_example, _ = solve_sites(E, U)
assert abs(T_green - T_example) < 1e-5
assert abs(T_sites - T_example) < 1e-10
assert abs(width_l - 2 * t * np.sin(k)) < 1e-5
assert abs(width_r - 2 * t * np.sin(q)) < 1e-5
g2_formula = 1 / (4 * t**2 * np.sin((k + q) / 2)**2)
assert abs(abs(green[1, 0])**2 - g2_formula) < 1e-5

# Wave packet sent against the step on a long finite chain
sites, sigma, start, duration = 1200, 40.0, -250.0, 300.0
n = np.arange(sites) - sites // 2
packet = np.exp(-(n - start)**2 / (4 * sigma**2) + 1j * k * n)
packet /= np.linalg.norm(packet)
levels, states = eigh_tridiagonal(np.where(n >= 1, U, 0.0),
                                  np.full(sites - 1, -t))
final = states @ (np.exp(-1j * levels * duration / t) * (states.T @ packet))
P_right = np.sum(np.abs(final[n >= 1])**2)
momenta = 2 * np.pi * np.fft.fftfreq(sites)
weights = np.abs(np.fft.fft(packet))**2 / sites
cos_right = (U + 2 * t * np.cos(momenta)) / (2 * t)
is_open = (momenta > 0) & (np.abs(cos_right) < 1)
P_formula = np.sum(weights[is_open] * step_formula(
    momenta[is_open], np.arccos(cos_right[is_open])))
assert abs(P_right - P_formula) < 1e-5

# Energy outside the right band: total reflection
E_closed = -1.2
T_closed, r_closed, _ = solve_sites(E_closed, U)
assert abs(T_closed) < 1e-12 and abs(abs(r_closed) - 1) < 1e-10

# Long-wave limit, with the transmission taken from the site equations
k_small, q_small = 0.02, 0.01
E_small = -2 * t * np.cos(k_small)
T_small = solve_sites(E_small, E_small + 2 * t * np.cos(q_small))[0]
T_small_continuum = 4 * k_small * q_small / (k_small + q_small)**2
assert abs(T_small - T_small_continuum) < 1e-3
T_continuum = 4 * k * q / (k + q)**2

# Position and height of the maximum, from the site equations
scan = np.linspace(-0.99, 1.99, 597)
T_scan = np.array([solve_sites(e, U)[0] for e in scan])
E_best, T_best = scan[T_scan.argmax()], T_scan.max()
assert abs(E_best - U / 2) < 0.006
assert abs(T_best - (1 - (U / (4 * t))**2)) < 1e-5
a, b = np.arctanh(np.cos(k)), np.arctanh(np.cos(q))
assert abs(T_sites - 1 / np.cosh((a - b) / 2)**2) < 1e-10

# Departures from the ideal model
junction = 0.8
T_junction = solve_sites(E, U, junction=junction)[0]
T_junction_formula = (4 * t**2 * junction**2 * np.sin(k) * np.sin(q)
                      / abs(t**2 * np.exp(-1j * (k + q)) - junction**2)**2)
assert abs(T_junction - T_junction_formula) < 1e-10
T_graded = solve_sites(E, U, first_right=U / 2)[0]
assert T_graded > T_example

kT = physical_constants["Boltzmann constant in eV/K"][0] * 300.0


def thermal_integrand(energy):
    return (formula_at_energy(energy)
            / (4 * kT * np.cosh((energy - E) / (2 * kT))**2))


T_thermal = quad(thermal_integrand, U - 2 * t, E + 30 * kT,
                 points=[E], limit=300)[0]
d = 1e-3
curvature = (formula_at_energy(E + d) - 2 * T_example
             + formula_at_energy(E - d)) / d**2
T_sommerfeld = T_example + np.pi**2 / 6 * kT**2 * curvature
# The low-temperature expansion omits terms of fourth order in kT.
assert abs(T_thermal - T_sommerfeld) < 2e-3

G0 = physical_constants["conductance quantum"][0] * 1e6

print(f"hopping t = {t:.3f} eV")
print(f"step U = {U:.3f} eV")
print(f"energy E = {E:.3f} eV")
print(f"cos k = {np.cos(k):.4f}, cos q = {np.cos(q):.4f}")
print(f"sin k = {np.sin(k):.4f}, sin q = {np.sin(q):.4f}")
print(f"k = {k:.4f} rad per site")
print(f"q = {q:.4f} rad per site")
print(f"sin^2((k+q)/2) = {np.sin((k + q) / 2)**2:.4f}")
print(f"Gamma_L = {width_l:.4f} eV")
print(f"Gamma_R = {width_r:.4f} eV")
print(f"|G_10|^2 = {abs(green[1, 0])**2:.4f} eV^-2")
print(f"T, closed formula = {T_example:.6f}")
print(f"T, numerical Caroli = {T_green:.6f}")
print(f"T, site equations = {T_sites:.6f}")
print(f"R, site equations = {abs(r_example)**2:.6f}")
print(f"T, continuum formula at same k, q = {T_continuum:.4f}")
print(f"conductance quantum 2e^2/h = {G0:.3f} microsiemens")
print(f"conductance at 0 K = {G0 * T_example:.3f} microsiemens")
print("Transmission against energy (site equations):")
for e in (-0.95, -0.8, -0.5, 0.0, 0.5, 1.0, 1.8):
    print(f"  E = {e:5.2f} eV: T = {solve_sites(e, U)[0]:.4f}")
print(f"maximum at E = {E_best:.3f} eV, T = {T_best:.4f}")
print(f"closed right band, E = {E_closed:.2f} eV: "
      f"R = {abs(r_closed)**2:.6f}")
print(f"small k = {k_small}, q = {q_small}: T = {T_small:.6f}")
print(f"  continuum value = {T_small_continuum:.6f}")
print(f"packet: {sites} sites, width {sigma:.0f} sites")
print(f"  start at site {start:.0f}, duration {duration:.0f} hbar/t")
print(f"  probability beyond step = {P_right:.6f}")
print(f"  momentum-averaged formula = {P_formula:.6f}")
print(f"kT at 300 K = {kT:.5f} eV")
print(f"thermal average of T at 300 K = {T_thermal:.4f}")
print(f"conductance at 300 K = {G0 * T_thermal:.3f} microsiemens")
print(f"T with one site at U/2 = {T_graded:.4f}")
print(f"T with junction bond {junction:.1f} eV = {T_junction:.4f}")
print(f"largest deviation, Caroli = {dev_caroli:.1e}")
print(f"largest deviation, site equations = {dev_sites:.1e}")
print(f"largest deviation, amplitudes = {dev_amplitude:.1e}")
print(f"largest deviation, R and R+T = {dev_reflection:.1e}")
print("every check passed")
```

Running it gives:

```
hopping t = 1.000 eV
step U = 1.000 eV
energy E = -0.800 eV
cos k = 0.4000, cos q = 0.9000
sin k = 0.9165, sin q = 0.4359
k = 1.1593 rad per site
q = 0.4510 rad per site
sin^2((k+q)/2) = 0.5197
Gamma_L = 1.8330 eV
Gamma_R = 0.8718 eV
|G_10|^2 = 0.4810 eV^-2
T, closed formula = 0.768638
T, numerical Caroli = 0.768638
T, site equations = 0.768638
R, site equations = 0.231362
T, continuum formula at same k, q = 0.8066
conductance quantum 2e^2/h = 77.481 microsiemens
conductance at 0 K = 59.555 microsiemens
Transmission against energy (site equations):
  E = -0.95 eV: T = 0.5340
  E = -0.80 eV: T = 0.7686
  E = -0.50 eV: T = 0.8816
  E =  0.00 eV: T = 0.9282
  E =  0.50 eV: T = 0.9375
  E =  1.00 eV: T = 0.9282
  E =  1.80 eV: T = 0.7686
maximum at E = 0.500 eV, T = 0.9375
closed right band, E = -1.20 eV: R = 1.000000
small k = 0.02, q = 0.01: T = 0.888881
  continuum value = 0.888889
packet: 1200 sites, width 40 sites
  start at site -250, duration 300 hbar/t
  probability beyond step = 0.767352
  momentum-averaged formula = 0.767352
kT at 300 K = 0.02585 eV
thermal average of T at 300 K = 0.7622
conductance at 300 K = 59.057 microsiemens
T with one site at U/2 = 0.8737
T with junction bond 0.8 eV = 0.7004
largest deviation, Caroli = 1.5e-07
largest deviation, site equations = 1.2e-15
largest deviation, amplitudes = 1.7e-07
largest deviation, R and R+T = 1.6e-15
every check passed
```
